# Why Insulating Polymers Show Plasmon-Like Electron Energy Losses

**Q:** I send fast electrons through a film of poly(methyl methacrylate), PMMA, and find a broad energy loss somewhat above 20 eV. It looks like a plasmon, yet the film is an insulator. I have been told that restoring forces turn the bound valence electrons into a collective oscillator. Is that the reason?

**A:** Half of it. Binding gives each electron a restoring force, but a separate one. What joins the electrons into a collective motion is the electric field of their common displacement. Binding then raises the frequency of that motion.

Take a uniform, isotropic medium with $n$ valence electrons per volume, disturbed over distances long compared with the molecular spacing. In the simplest model every electron, of charge $-e$ and mass $m$, has one binding frequency $W$ and one damping rate $\gamma$. Its displacement $x$ in the macroscopic field $E$ obeys

$$m\ddot x=-mW^2x-m\gamma\dot x-eE .$$

The polarization is $P=-nex$. Multiplying the equation by $-ne/m$ gives

$$\ddot P+\gamma\dot P+W^2P=\frac{ne^2}{m}E=\frac{\omega_p^2}{4\pi}E,\qquad \omega_p^2=\frac{4\pi ne^2}{m}.$$

These are Gaussian units, so $D=E+4\pi P$. Let the electrons move together along the normal of a slab with no external charge. Then $D=0$ and $E=-4\pi P=4\pi nex$. The force on each electron from this field is

$$-eE=-4\pi ne^2x=-m\omega_p^2x .$$

It points back towards equilibrium and adds to the binding force $-mW^2x$. Without damping the motion therefore has

$$\Omega^2=W^2+\omega_p^2 .$$

The first term is present for one isolated electron. The second is proportional to $n$ and exists because the electrons move together.

**Q:** Light also drives all the electrons together. Why does it not find the same frequency?

**A:** A light wave is transverse. Its polarization is perpendicular to the direction in which it varies, so it builds up no bulk charge and no depolarizing field of the kind above. The electrons respond to $E$. With the time factor $e^{-i\omega t}$, a time derivative becomes $-i\omega$, and

$$P=\frac{\omega_p^2}{4\pi}\frac{E}{W^2-\omega^2-i\gamma\omega}.$$

Inserting this in $D=E+4\pi P=\varepsilon E$ gives

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{W^2-\omega^2-i\gamma\omega}.$$

For weak damping, absorption is centred near $W$.

A passing charge prescribes something else. Gauss's law, $\nabla\cdot\mathbf D=4\pi\rho_{\rm ext}$, fixes the longitudinal part of $\mathbf D$ from the external charge alone. Put $E=D-4\pi P$ into the equation for $P$ and move the term in $P$ to the left:

$$\ddot P+\gamma\dot P+(W^2+\omega_p^2)P=\frac{\omega_p^2}{4\pi}D .$$

The same electrons thus have a different resonance, because a different field is held fixed.

**Q:** My spectrometer records lost energy, not polarization. Which function of $\varepsilon$ should I compare with it?

**A:** Calculate the power delivered to the electrons. Let $D_0$, $E_0$ and $P_0$ be complex amplitudes, with $E_0=D_0/\varepsilon$ and $P_0=(\varepsilon-1)E_0/4\pi$. The mean power per volume is

$$\langle\dot PE\rangle=\tfrac12{\rm Re}(-i\omega P_0E_0^*)=\frac{\omega}{2}{\rm Im}(P_0E_0^*)=\frac{\omega}{8\pi}\,{\rm Im}\,\varepsilon\,|E_0|^2 .$$

Now $|E_0|^2=|D_0|^2/|\varepsilon|^2$, and $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$ has imaginary part ${\rm Im}\,\varepsilon/|\varepsilon|^2$. Hence

$$\langle\dot PE\rangle=\frac{\omega}{8\pi}|D_0|^2\,{\rm Im}\!\left(-\frac1\varepsilon\right).$$

Each event removes $\hbar\omega$, so at fixed $|D_0|$ the event rate follows $L(\omega)={\rm Im}(-1/\varepsilon)$. A measured spectrum also contains the range of momentum transfers accepted and, in thick films, repeated losses.

I tested the power formula by integrating the driven motion in time, with $\hbar W=17.9$ eV, $\hbar\omega_p=19.8$ eV and $\hbar\gamma=12$ eV. At drive energies of 15, 26 and 35 eV the largest error relative to the formula was $2.3\times10^{-10}$.

In a dilute medium $\varepsilon$ approaches 1, and $L$ approaches ${\rm Im}\,\varepsilon$. Loss and absorption then coincide and the collective shift disappears.

**Q:** Does the loss maximum sit at $\Omega$ when the damping is as large as in a polymer?

**A:** Somewhat below it, even for one oscillator. Put $\varepsilon$ over a common denominator and invert:

$$-\frac1\varepsilon=-\frac{W^2-\omega^2-i\gamma\omega}{\Omega^2-\omega^2-i\gamma\omega}
=-1+\frac{\omega_p^2}{\Omega^2-\omega^2-i\gamma\omega}.$$

The imaginary part is

$$L=\frac{\omega_p^2\gamma\omega}{(\Omega^2-\omega^2)^2+\gamma^2\omega^2}.$$

Write $s=\omega^2$ and call the denominator $N(s)$. Since $L\propto\sqrt s/N$, the maximum requires $1/(2s)=N'/N$, or $N=2sN'$. With $N'=-2(\Omega^2-s)+\gamma^2$ this reads

$$\Omega^4-2\Omega^2s+s^2+\gamma^2s=-4\Omega^2s+4s^2+2\gamma^2s,$$

$$3s^2-(2\Omega^2-\gamma^2)s-\Omega^4=0 .$$

The positive root is

$$\omega_{\rm peak}^2=\frac{2\Omega^2-\gamma^2+\sqrt{(2\Omega^2-\gamma^2)^2+12\Omega^4}}6 .$$

For small $\gamma$ the square root is $\sqrt{16\Omega^4-4\Omega^2\gamma^2+\gamma^4}\approx4\Omega^2-\gamma^2/2$, so $\omega_{\rm peak}^2\approx\Omega^2-\gamma^2/4$. The absorption ${\rm Im}\,\varepsilon$ has the same form with $W$ in place of $\Omega$.

**Q:** What does this give for PMMA? And what do I use for $W$, the optical gap?

**A:** Use the electronic dielectric constant. Setting $\omega=0$ in $\varepsilon$ gives $\varepsilon(0)=1+\omega_p^2/W^2$, hence

$$W^2=\frac{\omega_p^2}{\varepsilon(0)-1}.$$

Here $\varepsilon(0)$ excludes the slow infrared vibrations of the nuclei. I take it as the square of a rough visible refractive index, $1.49^2=2.22$.

The repeat unit C$_5$H$_8$O$_2$ has $5\times4+8\times1+2\times6=40$ valence electrons and a molar mass of 100.12 g/mol. With a rough density of 1.18 g/cm³,

$$n=\frac{1.18\times6.022\times10^{23}}{100.12}\times40=2.84\times10^{23}\ {\rm cm^{-3}}.$$

With $e^2=14.40$ eV Å and $\hbar^2/m=7.62$ eV Å$^2$,

$$\hbar\omega_p=\sqrt{4\pi(0.2839)(14.40)(7.62)}\ {\rm eV}=19.8\ {\rm eV}.$$

Then $\hbar W=19.8/\sqrt{1.22}=17.9$ eV, and

$$\hbar\Omega=\sqrt{17.9^2+19.8^2}\ {\rm eV}=26.7\ {\rm eV},$$

or an angular frequency of about $4.1\times10^{16}$ s$^{-1}$.

Choose a width $\hbar\gamma=12$ eV and hold it fixed. With both forces present the loss peak lies at 26.0 eV. With the binding removed it lies at 18.9 eV, so the collective loss survives. With the depolarizing field removed, what remains is the absorption function ${\rm Im}\,\varepsilon$, which peaks at 16.9 eV. (The attenuation coefficient of light also depends on the refractive index and peaks higher.) The comparison separates the two causes: the field makes the loss collective, and the binding moves it up.

**Q:** A polymer is made of molecules, not of a smooth electron fluid. Does the field at a molecule not differ from your macroscopic $E$?

**A:** It does, and the simplest case shows what changes. Put point oscillators of bare frequency $\omega_b$ on a cubic lattice and polarize them uniformly. Draw a sphere around one site. The dipoles inside it contribute terms proportional to $(3z^2-r^2)/r^5$ along the polarization. Cubic symmetry makes the sums over $x^2$, $y^2$ and $z^2$ equal, so these terms cancel. Outside, the polarization may be treated as continuous. It ends on the sphere with surface charge of magnitude $P|\cos\theta|$, whose field at the centre is

$$\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta=\frac{4\pi P}{3}.$$

The field acting on a molecule is therefore $E+4\pi P/3$, and without damping

$$\ddot P+\omega_b^2P=\frac{\omega_p^2}{4\pi}\left(E+\frac{4\pi P}3\right).$$

For transverse motion in the electrostatic limit, $E=0$; for free longitudinal motion, $E=-4\pi P$. The squared frequencies are

$$\omega_T^2=\omega_b^2-\frac{\omega_p^2}{3},\qquad
\omega_L^2=\omega_b^2+\frac{2\omega_p^2}{3}.$$

Their difference is again $\omega_p^2$. The local field shifts both, and the frequency seen in absorption, $\omega_T=W$, already contains that shift.

As a test, I summed the dipole fields directly in a film of 30 layers and diagonalized the coupled motion. The bare energy was 21.2 eV, chosen from $\omega_b^2=W^2+\omega_p^2/3$. For each direction I selected the mode closest to a uniform displacement, and in both all layers moved in phase. Motion normal to the film gave 26.69 eV and motion in the plane 17.91 eV. The difference of their squares was 1.0004 times $(\hbar\omega_p)^2$. An amorphous polymer is not a cubic lattice of points, so the separate factors $1/3$ and $2/3$ should not be carried over to it.

**Q:** My PMMA peak is nearer 22 eV than 26.7 eV. Is the formula wrong?

**A:** The single-oscillator description is too narrow. Real valence electrons have many transitions, which I represent by

$$\varepsilon(\omega)=1+\omega_p^2\sum_j\frac{f_j}{\omega_j^2-\omega^2-i\gamma_j\omega},\qquad \sum_jf_j=1 .$$

The static limit now gives $1/W^2=\sum_jf_j/\omega_j^2$, an average over all transitions. The relation $W^2+\omega_p^2$ survives, but as a mean over the whole loss spectrum.

To see this, consider $F(\omega)=1-1/\varepsilon(\omega)$, the response of $4\pi P$ to $D$. The polarization cannot precede the external charge that causes it, so $F$ has no singularities in the upper half of the complex frequency plane. It also vanishes at large frequency. Cauchy's theorem then gives

$${\rm Re}\,F(\omega)=\frac1\pi\,{\cal P}\!\int_{-\infty}^{\infty}\frac{{\rm Im}\,F(\omega')}{\omega'-\omega}d\omega' ,$$

where ${\cal P}$ denotes the principal value. A real field produces a real polarization, so ${\rm Im}\,F=L$ is odd. Folding negative frequencies onto positive ones combines $1/(\omega'-\omega)+1/(\omega'+\omega)$ into

$${\rm Re}\,F(\omega)=\frac2\pi\,{\cal P}\!\int_0^\infty\frac{\omega'L(\omega')}{\omega'^2-\omega^2}d\omega' .$$

At $\omega=0$,

$$\int_0^\infty\frac{L}{\omega}d\omega=\frac\pi2\left(1-\frac1{\varepsilon(0)}\right).$$

At high frequency the electrons respond as if free, $\varepsilon\approx1-\omega_p^2/\omega^2$, so $F\approx-\omega_p^2/\omega^2$. The integral becomes $-(2/\pi\omega^2)\int\omega'L\,d\omega'$. Equating the two gives

$$\int_0^\infty\omega L\,d\omega=\frac{\pi\omega_p^2}{2}.$$

Divide the second result by the first:

$$\frac{\int\omega L\,d\omega}{\int L\,d\omega/\omega}
=\frac{\omega_p^2\,\varepsilon(0)}{\varepsilon(0)-1}
=\omega_p^2+\frac{\omega_p^2}{\varepsilon(0)-1}
=\omega_p^2+W^2 .$$

The left side is the mean of $\omega^2$ with weight $L/\omega$. The same argument applied to $\varepsilon-1$, whose static value is $\varepsilon(0)-1$, gives a mean of $W^2$ for absorption. Going from absorption to loss thus raises this mean square by $\omega_p^2$, however the strength is distributed. The conditions are long wavelength, linear response and the full valence strength.

**Q:** Can a peak really lie several electronvolts below that mean?

**A:** Yes. Take three transitions at chosen energies of 11, 18 and 32 eV, with widths of 5, 12 and 25 eV. The total strength and $\varepsilon(0)$ leave one strength free. In set A the strengths are 0.150, 0.496 and 0.354; in set B they are 0.100, 0.669 and 0.231. None was fitted to a measured loss spectrum.

For set A, numerical integration in energy units gives $614.9$ eV$^2$ for the first integral and 0.8633 for the second. Thus

$$\sqrt{614.9/0.8633}\ {\rm eV}=26.7\ {\rm eV},$$

as the sum rules require. Yet the loss peak is at 22.7 eV. Set B has the same mean, and its peak is at 24.1 eV. So electron density and refractive index together do not determine the peak. Losses far above the maximum raise the mean without moving the highest point to it.

**Q:** Is the 22.7 eV peak still collective, or just a broad band of single-electron transitions?

**A:** The two are mixed. In set A the absorption ${\rm Im}\,\varepsilon$ peaks at 11.0 eV, so the loss maximum is not simply the absorption maximum. At the loss peak $\varepsilon=0.65+0.65i$. A sharp plasmon would have $\varepsilon$ close to zero there. Here $|\varepsilon|^2=0.84$, and the field enhances ${\rm Im}\,\varepsilon$ by a factor of just $1/0.84=1.2$.

Towards zero frequency the factor $1/|\varepsilon|^2$ tends to $1/2.22^2=0.20$. Screening therefore suppresses the low-energy losses strongly, while those near 23 eV are slightly enhanced. "Plasmon-like" is a fair name for this response: the common field reshapes the spectrum, but the mode overlaps the transitions into which it can decay.

**Q:** If I insert an optical edge of 5 eV for $W$, I get $\sqrt{5^2+19.8^2}=20.4$ eV. That is closer to my peak than 26.7 eV. Why not use it?

**A:** Because it contradicts the refractive index. If all the valence strength sat at 5 eV, the dielectric constant would be $1+(19.8/5)^2\approx17$ instead of 2.2. The edge marks where absorption begins; most of the strength lies higher. The estimate lands nearer because two errors oppose each other: it places the binding energy too low, and it ignores the spread of the transitions, which puts the peak below the mean in sets A and B. That remains so if their widths are reduced in proportion, but it is not a general rule: narrow transitions also give a loss peak near 35 eV, and if all three transitions of set A share one width of 5 eV or less, that upper peak is the tallest.

**Q:** How far should I trust these numbers for a real resist film?

**A:** The density, index and 5 eV edge are rough typical values for PMMA, and a loss maximum in the low twenties of eV is a rough guide for such polymers. The single-oscillator peak at 26.0 eV is too high by several eV. It rests on one transition energy and on a chosen width of 12 eV, and both matter. Three transitions of different widths lower the peak by 3.3 eV in set A and 1.9 eV in set B, but a single oscillator 30 eV wide would also peak near 22.5 eV. The peak position alone therefore does not reveal how the strength is distributed. A quantitative prediction needs the measured or calculated $\varepsilon(\omega)$ over the whole valence range.

The other corrections I have sized are smaller, with shifts quoted for $\hbar\Omega$. Five per cent more effective electrons at fixed index add 0.66 eV. Assigning the index to 2.1 eV light instead of zero frequency adds 0.08 eV for one undamped oscillator. Strength at lower energies makes the index more dispersive and the shift larger: 0.13 eV with the transitions of set A left undamped, and roughly 0.2 eV with the dispersion typical of real PMMA. Polarizable core electrons, placed at a rough edge of 284 eV, subtract 0.01 eV at fixed $W$.

Finite momentum transfer $\hbar q$ matters if your aperture accepts large angles. In a free electron gas, an electron of velocity $\mathbf v$ feels the field at the shifted frequency $\omega-\mathbf q\cdot\mathbf v$. Neglecting quantum recoil, which enters only at higher order in $q$, its displacement is $eE/[m(\omega-\mathbf q\cdot\mathbf v)^2]$. Inserting the resulting $P=-ne\langle x\rangle$ in $E=-4\pi P$ gives the resonance condition $1=\omega_p^2\langle(\omega-\mathbf q\cdot\mathbf v)^{-2}\rangle$, averaged over electron velocities. Expanding for small $q$, where the linear term averages to zero, gives $\omega^2\approx\omega_p^2+3q^2\langle v_x^2\rangle$. A filled Fermi sphere has $\langle v_x^2\rangle=v_F^2/5$. Adding the resulting $3v_F^2q^2/5$ to $\Omega^2$ gives a shift of 0.67 eV at $q=0.5$ Å$^{-1}$; keeping the higher orders in $q$ raises this to 0.70 eV. For bound electrons this is a guide to size. A 100 keV beam losing 26.7 eV can transfer as little as 0.025 Å$^{-1}$, so a small aperture keeps the shift small.

**Q:** My film is thin. Could the surface give its own peak?

**A:** It can. At a single flat boundary with vacuum, take a potential that decays as $e^{-q|z|}$ on both sides. Its normal derivative has opposite signs on the two sides, so continuity of the normal component of $D$ requires $\varepsilon=-1$. For one undamped oscillator,

$$2+\frac{\omega_p^2}{W^2-\omega^2}=0\quad\Rightarrow\quad\omega^2=W^2+\frac{\omega_p^2}2 ,$$

which is 22.7 eV here. This agrees with the bulk peak of set A, but that calculation contains no surface, so the agreement is accidental. With the dielectric function of set A itself, the surface loss function ${\rm Im}[-1/(1+\varepsilon)]$, which applies to a beam passing just outside a surface, peaks at 19.7 eV. For a beam that crosses the film, the surfaces also reduce the bulk loss near them and low energies weigh more, so the surface contribution can have its maximum elsewhere. A peak energy alone cannot identify the mode. Compare films of different thickness under the same beam and aperture: while single losses dominate, the bulk loss grows with thickness, whereas the contribution of two well-separated surfaces does not.

Cherenkov radiation by the beam is a further possible complication at low loss energies. Inside the film it requires $\beta^2\varepsilon>1$, where $\beta$ is the beam speed divided by that of light. At 100 keV, with the low-frequency value $\varepsilon=2.22$, the product is 0.67, so the condition is not met there. Closer to the absorption $\varepsilon$ can rise, and it would have to exceed $1/\beta^2=3.3$. Transition radiation, emitted as the beam crosses the surfaces, has no such threshold.

## Values computed for the example and the checks

```
Density (rough input): 1.18 g/cm3
Refractive index (rough input): 1.49
Molar mass of repeat unit: 100.12 g/mol
Valence electrons per repeat unit: 40
Valence electron density: 2.8391e+23 cm^-3
Electronic dielectric constant: 2.2201
Plasma energy Ep: 19.786 eV
Average transition energy W: 17.912 eV
Mean loss energy sqrt(W^2+Ep^2): 26.689 eV
Mean loss angular frequency: 4.055e+16 s^-1
Single-oscillator width (chosen): 12.0 eV
Loss peak, binding and field: 26.015 eV
Small-damping estimate of that peak: 26.006 eV
Loss peak, binding removed: 18.877 eV
Absorption peak, depolarizing field removed: 16.909 eV
Largest relative error, driven power: 2.3e-10
Film layers: 30
Bare oscillator energy in film: 21.245 eV
Film mode, motion normal to film: 26.691 eV
Film mode, motion in plane: 17.911 eV
Film squared splitting / Ep^2: 1.00039
Overlap of normal mode with uniform motion: 0.837
Three centres (chosen): 11 18 32 eV
Three widths (chosen): 5 12 25 eV
Set A strengths: 0.150 0.496 0.354
Set A loss peak: 22.724 eV
Set A absorption peak (Im eps): 10.971 eV
Set A mean loss energy from integrals: 26.689 eV
Set A W from absorption integrals: 17.912 eV
Set A eps at loss peak: 0.648+0.651j
Set A Im(-1/eps) at loss peak: 0.771
Set B strengths: 0.100 0.669 0.231
Set B loss peak: 24.074 eV
Set B absorption peak (Im eps): 16.635 eV
Set B mean loss energy from integrals: 26.689 eV
Set B W from absorption integrals: 17.912 eV
Set B eps at loss peak: 0.542+0.627j
Set B Im(-1/eps) at loss peak: 0.913
Set A integral of E Im(-1/eps): 614.92 eV^2
Set A integral of Im(-1/eps)/E: 0.8633
Optical edge (rough input): 5.0 eV
Estimate with edge in place of W: 20.408 eV
Dispersion shift at q = 0.5 1/angstrom: 0.67 eV
Core edge (rough input): 284 eV
Core polarization shift: -0.012 eV
Shift for 5 percent more electrons, fixed index: 0.66 eV
Shift if index belongs to 2.1 eV light: 0.082 eV
Undamped surface mode: 22.729 eV
Beam energy: 100 keV
Least momentum transfer / hbar: 0.0247 1/angstrom
Cherenkov parameter beta^2 eps(0): 0.667
```
